# Field Enhancement, Charged Defects and Box-Like Dopant Profiles

## A profile that asks for an explanation

A donor diffuses for $10^4$ s at 1300 K into an undoped model semiconductor. Its surface concentration is held at $N_s=10^{20}\ \mathrm{cm^{-3}}$, ten times the intrinsic carrier concentration $n_i=10^{19}\ \mathrm{cm^{-3}}$. With a constant diffusivity of $10^{-13}\ \mathrm{cm^2/s}$, the donor concentration $N$ falls to $N_s/2$ at 0.30 µm and to $N_s/100$ at 1.15 µm. If the donor moves with doubly negative defects, and the diffusivity has the same value in the dilute limit, these depths become 3.83 µm and 5.12 µm. The profile is deeper, and its shape has changed: a long shoulder ends in a comparatively narrow edge.

Two factors enter the diffusivity: an enhancement $h$ between 1 and 2, and a power $(n/n_i)^k$ of the electron concentration $n$. I derive $h$ first for neutral defects, then charge the defects, and then ask which factor makes the box.

## Simplest case: a neutral defect

A substitutional donor $D^+$ moves by pairing with a point defect. Let the defect be neutral and uniformly distributed. The pair then has charge $+q$, and its concentration is a fixed small fraction of $N$.

Let $V$ be the electrostatic potential, with $V=0$ in intrinsic material, and define $\varphi=qV/k_BT$. A particle of charge $zq$ feels the force $-zq\,dV/dx=-k_BT\,z\,d\varphi/dx$. By the Einstein relation its drift velocity is $D_{\rm pair}/k_BT$ times this force. A species of concentration $C$ therefore has the flux

$$J=-D_{\rm pair}\left(\frac{dC}{dx}+zC\frac{d\varphi}{dx}\right). \tag{1}$$

The sign is checked by equilibrium: $C\propto e^{-z\varphi}$ makes $J$ vanish.

Electrons are much faster than donors. I take them to be in equilibrium, with a flat Fermi level, and nondegenerate. They gather where $V$ is high, so

$$n=n_i e^{\varphi},\qquad p=n_i e^{-\varphi},\qquad \frac{d\varphi}{dx}=\frac{d\ln n}{dx}. \tag{2}$$

With all donors ionised and the charge locally neutral, $n=N+p=N+n_i^2/n$. Multiplication by $n$ gives $n^2-Nn-n_i^2=0$, whose positive root is

$$n=\frac{N+R}{2},\qquad R=\sqrt{N^2+4n_i^2}. \tag{3}$$

Since $dR/dN=N/R$,

$$\frac{dn}{dN}=\frac12\left(1+\frac NR\right)=\frac{R+N}{2R}=\frac nR,
\qquad \frac{d\ln n}{dN}=\frac1R. \tag{4}$$

For the neutral defect, $z=1$ and $C=f_0N$ with constant $f_0$. Writing $D_0=D_{\rm pair}f_0$, equation (1) becomes

$$J=-D_0\left(\frac{dN}{dx}+N\frac{d\ln n}{dx}\right)
=-D_0\left(1+\frac NR\right)\frac{dN}{dx}.$$

The bracket is the field-enhancement factor,

$$h=1+\frac{N}{\sqrt{N^2+4n_i^2}}=1+\frac{d\ln n}{d\ln N}. \tag{5}$$

**Limits.** For $N\ll n_i$, $h\approx1+N/2n_i$: the donors hardly disturb the carriers, and the field is weak. For $N\gg n_i$, $n\approx N$ and $h\to2$. The drift term then equals the diffusion term, because the electron gradient that sets the field is the donor gradient itself. At $N=n_i$, $h=1+1/\sqrt5=1.447$.

The field $E=-dV/dx=-(k_BT/q)\,d\ln n/dx$ points from high to low donor concentration, and so pushes positive pairs inward.

## Charging the defect

Now let the defect have charge $-kq$, with $k$ a non-negative integer. Forming it from the neutral defect takes $k$ electrons from a reservoir at the Fermi level $E_F$. Its formation free energy thus contains $-kE_F$, measured from the local bands. If $E_i$ is the local position of $E_F$ for intrinsic material, the concentration changes from its intrinsic value by

$$\frac{C_{-k}}{C_{-k}^{\,i}}=\exp\left[\frac{k(E_F-E_i)}{k_BT}\right]
=\left(\frac n{n_i}\right)^k. \tag{6}$$

The last step uses Boltzmann electrons. The relation also requires the neutral defects to stay at their uniform equilibrium concentration, which does not depend on $E_F$.

The pairing reaction is

$$D^+ + X^{-k}\rightleftharpoons (DX)^{1-k},$$

where $X$ is a vacancy or an interstitial. Charge is conserved in the reaction, so its equilibrium constant does not depend on the local potential. If pairing is fast and pairs are rare compared with donors,

$$C_k=f_kN w^k,\qquad w=\frac n{n_i}, \tag{7}$$

where $f_k$ is the small paired fraction at $n=n_i$. The pair has $z=1-k$. I differentiate (7), keeping both factors:

$$\frac{dC_k}{dx}=f_kw^k\left(\frac{dN}{dx}+kN\frac{d\ln n}{dx}\right).$$

The drift term in (1) is

$$(1-k)C_k\frac{d\varphi}{dx}=f_kw^k(1-k)N\frac{d\ln n}{dx}.$$

In their sum, the coefficient of $N\,d\ln n/dx$ is $k+(1-k)=1$. With $D_k=D_{\rm pair,k}f_k$,

$$J_k=-D_kw^k\left(\frac{dN}{dx}+N\frac{d\ln n}{dx}\right)
=-D_k\,h\left(\frac n{n_i}\right)^k\frac{dN}{dx}. \tag{8}$$

The same $h$ appears for every defect charge, but its origin differs. Relative to the plain $dN/dx$ term, the defect gradient contributes $k(h-1)$ and the drift $(1-k)(h-1)$. At $N=n_i$ these are:

| $k$ | pair charge | defect gradient | drift |
|---|---:|---:|---:|
| 0 | $+q$ | 0 | $+0.447$ |
| 1 | 0 | $+0.447$ | 0 |
| 2 | $-q$ | $+0.894$ | $-0.447$ |
| 3 | $-2q$ | $+1.342$ | $-0.894$ |

For $k=1$ the pair is neutral and feels no field. The factor $h$ is still present, because charged defects, and hence pairs, are more abundant where $n$ is large. For $k=2$ the field pushes the pairs back towards the surface, and the defect gradient more than compensates. The name "field enhancement" thus describes a direct force on the moving pair for $k=0$ alone. A test that differentiates the pair concentration and potential numerically confirms (8) for $k=0$ to 3.

## Several charge states

When several pair species move in parallel, their fluxes add:

$$D_{\rm eff}=h\sum_k D_k\left(\frac n{n_i}\right)^k. \tag{9}$$

At $n=n_i$ and $N\to0$ this reduces to $\sum_kD_k$, the intrinsic diffusivity. In strongly doped material a higher charge state can take over even if its $D_k$ is small: the $k=2$ term exceeds the $k=1$ term once $n/n_i>D_1/D_2$.

For acceptors the charges are reversed. The mobile pairs contain defects of charge $+kq$, $n$ is replaced by $p$, and (9) keeps its form.

## Separating the two factors with a uniform background

A second limit shows that $h$ and $(n/n_i)^k$ answer different questions. Add a uniform, immobile net donor concentration $B$, negative for acceptors. Neutrality is now $n-n_i^2/n=N+B$. Differentiation gives

$$\left(1+\frac{n_i^2}{n^2}\right)dn=dN,
\qquad \frac{d\ln n}{dN}=\frac1{n+n_i^2/n}.$$

The square of the denominator is $(n-n_i^2/n)^2+4n_i^2$, so

$$h_B=1+\frac{N}{\sqrt{(N+B)^2+4n_i^2}}. \tag{10}$$

If $B\gg N$ and $B\gg n_i$, then $h_B\to1$ while $n\approx B$. The diffusivity is raised to about $D_k(B/n_i)^k$, but it is uniform. A diffusing donor then has an ordinary constant-diffusivity profile, however large the enhancement. A high diffusivity alone does not make a box; the diffusivity must fall with the dopant's own concentration.

The bound $h_B<2$ holds for all $B\ge0$. With compensating acceptors, $B=-N$ gives $h_B=1+N/2n_i$ at that point, which can exceed 2. From here on $B=0$.

## From diffusivity to profile

Donor conservation gives

$$\frac{\partial N}{\partial t}=\frac{\partial}{\partial x}\left(D_{\rm eff}\frac{\partial N}{\partial x}\right). \tag{11}$$

For constant $N_s$ and an initially undoped half-space there is no built-in length, and $N$ depends on $x$ and $t$ through $x/\sqrt t$. Hence $\partial N/\partial t=-(x/2t)\,\partial N/\partial x$. Insert this in (11) and integrate from $x$ to infinity, where $N$ and the flux vanish:

$$-D_{\rm eff}\frac{\partial N}{\partial x}
=-\frac1{2t}\int_x^\infty x'\frac{\partial N}{\partial x'}dx'.$$

Integration by parts turns the integral into $-xN-M$, with $M(x)=\int_x^\infty N\,dx'$. Division by $D_{\rm eff}N$ gives

$$-\frac{\partial\ln N}{\partial x}=\frac{x+M/N}{2D_{\rm eff}(N)\,t}. \tag{12}$$

This relation holds for any diffusivity that depends on $N$ alone. The derivative of its numerator is

$$1+\frac{-N^2-M\,\partial N/\partial x}{N^2}
=-\frac{M}{N^2}\frac{\partial N}{\partial x}>0,$$

so the logarithmic slope increases with depth even for constant $D$. When $D_{\rm eff}$ also falls with $N$, the denominator shrinks and adds to the steepening. The flux $J$ itself falls with depth, but the flux per donor, $J/N=(x+M/N)/2t$, does not. In the shoulder a high diffusivity carries it with a small logarithmic slope; at the edge a low diffusivity needs a large one.

**Limit of constant $D$.** The solution is $N=N_s\,\mathrm{erfc}(x/2\sqrt{Dt})$. The ratio of the depths at $N_s/2$ and $N_s/100$ is 0.262. I use this ratio as a measure of shape; a rectangle would give 1.

**Strongly doped limit.** For $N\gg n_i$, $n\approx N$ and $h\approx2$, so

$$D_{\rm eff}\approx2D_k\left(\frac N{n_i}\right)^k. \tag{13}$$

For $k\ge1$, suppose the profile ends at a front $x_f$, and look close behind it, where still $N\gg n_i$. As $N$ decreases with depth, $M/N\le x_f-x$, which is small compared with $x_f$. The numerator of (12) is then about $x_f$:

$$-2D_k\left(\frac N{n_i}\right)^k\frac1N\frac{\partial N}{\partial x}
\approx\frac{x_f}{2t}.$$

The left side is $-(2D_k/k)\,\partial(N/n_i)^k/\partial x$. Integration from $x$ to the front gives

$$\left(\frac N{n_i}\right)^k\approx\frac{k\,x_f(x_f-x)}{4D_kt},
\qquad N\propto(x_f-x)^{1/k}. \tag{14}$$

The front is linear for $k=1$ and a square root for $k=2$. A larger $k$ keeps the concentration high until closer to the front. For $k=0$ the diffusivity tends to the constant $2D_0$, and no such front forms.

A test at $N_s=1000\,n_i$ finds front slopes of 0.993 ($k=1$) and 0.997 ($k=2$) times the prediction of (14). With $D_s$ the surface value of $D_{\rm eff}$, the front, taken where $N=n_i$ in this test, lies at $x_f=1.615\sqrt{D_st}$ for $k=1$ and $1.090\sqrt{D_st}$ for $k=2$; for a pure power law $D\propto N^k$ the constants are 1.616 and 1.090. Equation (14) is a law for the neighbourhood of the front. Extended to $x=0$ with $D_s\approx2D_k(N_s/n_i)^k$, it gives $(N/N_s)^k=k(x_f^2/D_st)/2$. This is 1.30 for $k=1$, and 1.19 for $k=2$, so $N$ would be 1.30 and 1.09 times $N_s$.

**The foot.** The front is not a true zero when $n_i>0$. For $N\ll n_i$, $D_{\rm eff}\to D_k$, and just beyond the front (12) gives an exponential decay with length

$$\ell\approx\frac{2D_kt}{x_f}, \tag{15}$$

provided $\ell\ll x_f$. Farther out, the growing $x$ in (12) steepens it.

## Reading the example

One charge state acts at a time, with $D_k=10^{-13}\ \mathrm{cm^2/s}$. This isolates each mechanism and does not describe a particular dopant. If the intrinsic diffusivity in (9) were shared as about 93%, 5% and 2% among $k=0$, 1 and 2, the surface enhancement would be about 7 and the shape ratio about 0.44. Thus $\sqrt{D_kt}=0.316$ µm and $D_kt=0.100\ \mathrm{\mu m^2}$.

At the surface, $N/n_i=10$ gives $n/n_i=10.10$ and $h=1.981$. For $k=2$,

$$D_s/D_k=1.981\times(10.10)^2\approx202.$$

So $D_s\approx2.02\times10^{-11}\ \mathrm{cm^2/s}$. Of the factor 202, the charged defects supply 102 and $h$ supplies not quite 2. At $N=n_i$ the diffusivity has fallen to $3.79D_k$.

The similarity solutions give:

| case | $x(N_s/2)$, µm | $x(N_s/100)$, µm | ratio |
|---|---:|---:|---:|
| constant $D$ | 0.302 | 1.152 | 0.262 |
| $k=0$, with $h$ | 0.431 | 1.403 | 0.307 |
| $k=1$, with $h$ | 1.305 | 2.400 | 0.544 |
| $k=2$, with $h$ | 3.829 | 5.123 | 0.747 |
| $k=2$, $h$ set to 1 | 2.721 | 3.768 | 0.722 |

The last row is an artificial comparison, not a physical limit. It answers the question of cause. The factor $h$ alone raises the shape ratio from 0.262 to 0.307. The factor $(n/n_i)^2$ alone raises it to 0.722, and restoring $h$ adds little more. In this example the box comes from the charged defects, while $h$ mainly deepens it: the depth at $N_s/100$ grows by $5.123/3.768=1.36$, near the $\sqrt2$ expected from doubling a diffusivity everywhere.

The dose tells the same story. For $k=2$ it is $3.41\times10^{16}\ \mathrm{cm^{-2}}$. A rectangle of height $N_s$ reaching to the $N_s/100$ depth would hold $10^{20}\times5.123\times10^{-4}=5.12\times10^{16}\ \mathrm{cm^{-2}}$, so the profile fills 0.67 of it. For constant $D$ the fraction is $3.57\times10^{15}/1.152\times10^{16}=0.31$. The profile is box-like, not a box.

How narrow the edge is depends on the level at which it is read. At $N=n_i$, the width per decade of concentration is 499 nm for constant $D$, 479 nm for $k=1$ and 346 nm for $k=2$. These differ modestly, but the depths at which they occur are 0.74, 2.11 and 4.96 µm, so at this level the edge is narrow mainly in relation to the depth. At $N=n_i/10$ the widths are 356, 205 and 103 nm, so the lower edge is narrower in absolute terms as well. The width for $k=2$ follows from (12). Leaving out $M/N$,

$$\frac{2\ln10\times3.79\times0.100\ \mathrm{\mu m^2}}{4.96\ \mathrm{\mu m}}
\approx0.352\ \mathrm{\mu m}.$$

The omitted positive term brings this down to the computed 0.346 µm. The foot is steeper still: with $x_f$ taken at $N=n_i$, (15) gives $\ell=40$ nm, or 93 nm per decade.

The strongly doped front constant predicts $1.090\sqrt{202\times0.100}=4.90$ µm for $k=2$, close to the 4.96 µm where $N=n_i$. For $k=1$, $D_s=20.0D_k$ gives 2.28 µm against 2.11 µm. A ratio $N_s/n_i=10$ is therefore only moderately far into that limit.

As a test of the whole route, a time-dependent calculation moved the pairs themselves, using (1) and (7) without $h$ or $D_{\rm eff}$. For $k=0$, 1 and 2, its depths at $N_s/2$ and $n_i$ differ from the similarity solution by at most about 0.01%.

## Where the assumptions give way

**Local neutrality.** Poisson's equation, with permittivity $\varepsilon$, reads

$$2L_D^2\frac{d^2\varphi}{dx^2}=2\sinh\varphi-\frac N{n_i},
\qquad L_D^2=\frac{\varepsilon k_BT}{2q^2n_i}.$$

Write $\varphi=\varphi_0+\delta$, where $2\sinh\varphi_0=N/n_i$ is the neutral solution. To first order, $\delta=L_D^2\varphi_0''/\cosh\varphi_0$. In the foot, $\varphi_0\approx N/2n_i$ and $\varphi_0''\approx\varphi_0/\ell^2$, so $\delta\approx(L_D/\ell)^2N/2n_i$. For relative permittivity 12, $L_D=1.93$ nm. At $N=n_i/10$ this estimate gives $(1.93/40)^2\times0.05\approx10^{-4}$. Solving Poisson's equation on the fixed $k=2$ profile gives a largest error in $n$ of 0.009%, relative to the neutral value. It occurs near $N\approx0.2\,n_i$; at $n_i/10$ the error is about 0.008%, so the estimate gives the order of magnitude. The field at $N=n_i$ is 3.3 kV/cm, so a sizeable field is compatible with near neutrality. Since $x_f\propto\sqrt t$, also $\ell\propto\sqrt t$, and neutrality becomes worse at short times.

**Boltzmann electrons.** At high doping, $n/n_i$ in (6) must be replaced by $a=\exp[(E_F-E_i)/k_BT]$. A flat Fermi level still gives $a=e^\varphi$, so the algebra leading to (8) survives as

$$D_{\rm eff}=D_k a^k\left(1+\frac{d\ln a}{d\ln N}\right).$$

The closed form (5) does not survive, because $a$ is no longer proportional to $n$. For a parabolic band with effective density of states $10^{21}\ \mathrm{cm^{-3}}$, raising $n$ from $n_i$ to $10n_i$ multiplies the doubly charged defects by 106.6, not 100. The profiles above omit this 7% correction to the defect factor and the accompanying change in $h$; including both raises $D_s/D_2$ from 202 to 219. The size of the correction depends on the band. A density of states of $10^{21}\ \mathrm{cm^{-3}}$ at 1300 K corresponds to a mass of about $2.7\,m_e$. A silicon-like mass of $1.09\,m_e$ gives $2.6\times10^{20}\ \mathrm{cm^{-3}}$. The defect ratio is then 128, the surface value of $h$ is 2.12, above the Boltzmann bound, and the $k=2$ depth at $N_s/100$ moves from 5.12 to 5.62 µm, while the shape ratio changes only from 0.75 to 0.77.

**Defect equilibrium.** Inward-moving pairs carry defects with them. If these do not relax quickly, the neutral defect concentration becomes $S(x,t)$ times its equilibrium value. Then $C_k=f_kNSw^k$, and the same differentiation gives

$$J_k=-D_kw^k\left(S\,h\frac{dN}{dx}+N\frac{dS}{dx}\right).$$

A uniform $S$ rescales the diffusivity. A gradient of $S$ adds a flux that is set by how the defects move and relax, not by the local $N$ alone, so it is not given by a material function $D_{\rm eff}(N)$. If the defects only diffuse and the surface values are constant, there is still no built-in length: $S$ depends on $x/\sqrt t$, and the profile has an apparent diffusivity tied to those boundary conditions. A finite relaxation time introduces a scale, and the similarity argument then need not hold.

**Donor activation and intrinsic concentration.** Clustering makes the ionised donor concentration smaller than the total, so neutrality no longer contains the full $N$. If doping changes the band gap, $n_i$ varies with position, and the derivatives in (4) acquire further terms. Both effects lie outside (9). Within its assumptions, and with $B=0$, a steep front needs $k\ge1$ for the dominant charge state and $N_s\gg n_i$. For $k=1$ the profile is still close to a triangle: in the example its dose fills $1.258\times10^{16}/2.400\times10^{16}=0.52$ of the rectangle reaching to the $N_s/100$ depth, where a triangle would fill 0.5. On a linear concentration scale the box-like shape thus becomes clear from $k=2$ upwards, and it develops gradually with $k$. On the logarithmic scale usual for dopant profiles, $k=1$ already shows a marked edge: the ratio of the depths at $N_s/10$ and $N_s/1000$ is 0.50 for constant $D$, 0.59 for $k=0$, 0.82 for $k=1$ and 0.95 for $k=2$. The computed values behind the example are given in the numerical output below.

## Values computed for the example and the checks

```
temperature = 1300 K, kT/q = 0.11203 V
ni = 1.0e+19 cm^-3, Ns = 1.0e+20 cm^-3
band density of states = 1.0e+21 cm^-3
relative permittivity = 12
D_k = 1.0e-13 cm^2/s, time = 1.0e+04 s
sqrt(D_k t) = 0.3162 um
N=ni, k=0: defect-gradient part +0.0000, drift part +0.4472 (plain term = 1)
N=ni, k=1: defect-gradient part +0.4472, drift part +0.0000 (plain term = 1)
N=ni, k=2: defect-gradient part +0.8944, drift part -0.4472 (plain term = 1)
N=ni, k=3: defect-gradient part +1.3416, drift part -0.8944 (plain term = 1)
N/ni= 0.1: n/ni=1.0512, h=1.0499, D_eff/D_k: k=1 1.104, k=2 1.160
N/ni= 1.0: n/ni=1.6180, h=1.4472, D_eff/D_k: k=1 2.342, k=2 3.789
N/ni= 5.0: n/ni=5.1926, h=1.9285, D_eff/D_k: k=1 10.014, k=2 51.997
N/ni=10.0: n/ni=10.0990, h=1.9806, D_eff/D_k: k=1 20.002, k=2 202.000
k=2 defect ratio, n from ni to 10 ni: Fermi 106.56, Boltzmann 100.00
constant D: depth at Ns/2 0.3016 um, at Ns/100 1.1519 um, ratio 0.2619
  dose 3.568e+15 cm^-2, depth at N=ni 0.7356 um, width there 499.2 nm/decade
k=0 with h: depth at Ns/2 0.4305 um, at Ns/100 1.4025 um, ratio 0.3069
  dose 4.920e+15 cm^-2, depth at N=ni 0.9980 um, width there 562.0 nm/decade
k=1 with h: depth at Ns/2 1.3050 um, at Ns/100 2.4004 um, ratio 0.5437
  dose 1.258e+16 cm^-2, depth at N=ni 2.1142 um, width there 478.7 nm/decade
k=2 with h: depth at Ns/2 3.8289 um, at Ns/100 5.1233 um, ratio 0.7474
  dose 3.409e+16 cm^-2, depth at N=ni 4.9567 um, width there 346.1 nm/decade
k=2 without h: depth at Ns/2 2.7206 um, at Ns/100 3.7676 um, ratio 0.7221
  dose 2.437e+16 cm^-2, depth at N=ni 3.5810 um, width there 328.3 nm/decade
largest depth difference, pair transport vs similarity: 0.008 %
Ns=1000 ni, k=1: front/sqrt(D_surface t) = 1.6150, front slope/law = 0.9930
Ns=1000 ni, k=2: front/sqrt(D_surface t) = 1.0903, front slope/law = 0.9974
intrinsic Debye length = 1.927 nm
k=2 foot decay length 2 D_k t/x_f = 40.35 nm
k=2 field at N=ni = 3.333 kV/cm
k=2 largest error of n from neutrality = 0.009 %
```
